# Choosing the field step when tracking donor ionization by overlap: a numerical check

```python
"""
Gate-induced ionization of a donor below a Si/SiO2 interface.
Result under test: the two lowest axisymmetric levels have the splitting
sqrt(g^2 + kappa^2 (F-Fc)^2), with kappa = 2 |<1|z|2>| at Fc, and tracking by
largest overlap stays on one energy branch for field steps below 2 g/kappa
but changes branch for longer steps centred on Fc.
Symbols: F force of the gate field on the electron (meV/nm; 1 meV/nm is
10 kV/cm), g smallest splitting (meV), Fc crossing field, z distance from the
interface (nm), rho distance from the donor axis (nm).
Method: quadratic triangles in (rho, z), newest-vertex bisection.
"""
from functools import cached_property
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import LinearOperator, eigsh, splu
from scipy.special import ai_zeros

# Seven-point triangle rule, exact for polynomials of degree five.
root15 = np.sqrt(15.0)
bary, wq = [[1/3, 1/3, 1/3]], [9/40]
for s in (-1, 1):
    p = (6 + s*root15)/21
    bary += [[p, p, 1-2*p], [p, 1-2*p, p], [1-2*p, p, p]]
    wq += [(155 + s*root15)/1200]*3
bary, wq = np.array(bary), np.array(wq)


def shape(lam):
    """Six quadratic shape functions from barycentric coordinates."""
    edge = 4*lam[..., [1, 2, 0]]*lam[..., [2, 0, 1]]
    return np.concatenate([lam*(2*lam - 1), edge], axis=-1)


shape_q = shape(bary)
pair_q = (shape_q[:, :, None]*shape_q[:, None, :]).reshape(7, 36)
dshape = np.zeros((7, 6, 3))
for i in range(3):
    j, k = (i+1) % 3, (i+2) % 3
    dshape[:, i, i] = 4*bary[:, i] - 1
    dshape[:, 3+i, j] = 4*bary[:, k]
    dshape[:, 3+i, k] = 4*bary[:, j]


class Space:
    """Finite-element space; model = (a_rho, a_z, potential, R, L, floor)."""

    def __init__(self, nodes, tri, model, parent=None):
        self.nodes, self.tri = nodes, tri
        self.model, self.parent = model, parent
        a_rho, a_z, potential, radius, length, _ = model
        n = len(nodes)
        ends = np.sort(tri[:, [[1, 2], [2, 0], [0, 1]]], axis=2)
        code, inv = np.unique((ends[..., 0]*n + ends[..., 1]).ravel(),
                              return_inverse=True)
        self.tri_edge = inv.reshape(-1, 3)
        self.mid = 0.5*(nodes[code//n] + nodes[code % n])
        self.xy = np.vstack([nodes, self.mid])
        self.dofs = np.hstack([tri, n + self.tri_edge])
        v = nodes[tri]
        e1, e2 = v[:, 1] - v[:, 0], v[:, 2] - v[:, 0]
        det = e1[:, 0]*e2[:, 1] - e1[:, 1]*e2[:, 0]
        a, b = v[:, [1, 2, 0]], v[:, [2, 0, 1]]
        self.grad = np.stack([a[..., 1] - b[..., 1], b[..., 0] - a[..., 0]],
                             axis=2)/det[:, None, None]
        q = np.einsum('qk,tkc->tqc', bary, v)
        self.rho, self.z = q[..., 0], q[..., 1]
        self.w = np.pi*np.abs(det)[:, None]*wq*self.rho
        gr = np.einsum('qik,tkc->tqci', dshape, self.grad)
        gr *= np.sqrt(self.w[:, :, None]*np.array([a_rho, a_z]))[..., None]
        gr = gr.reshape(len(tri), 14, 6)
        kin = gr.transpose(0, 2, 1) @ gr
        self.mass = self.weighted(1.0)
        self.field = self.weighted(self.z)
        self.h0 = kin + self.weighted(potential(self.rho, self.z))
        diag = np.einsum('tii->ti', kin)
        self.kin_diag = np.bincount(self.dofs.ravel(), diag.ravel())
        x, y = self.xy.T
        self.free = np.where((y > 1e-9) & (y < length - 1e-9)
                             & (x < radius - 1e-9))[0]

    def weighted(self, f):
        return ((self.w*f) @ pair_q).reshape(-1, 6, 6)

    def matrix(self, local):
        i = np.repeat(self.dofs, 6, axis=1).ravel()
        j = np.tile(self.dofs, (1, 6)).ravel()
        full = csr_matrix((local.ravel(), (i, j)), shape=(len(self.xy),)*2)
        return full[self.free][:, self.free]

    @cached_property
    def H(self):
        return self.matrix(self.h0)

    @cached_property
    def Z(self):
        return self.matrix(self.field)

    @cached_property
    def M(self):
        return self.matrix(self.mass)

    @cached_property
    def child(self):
        return refine(self, None)

    def inner(self, u, v, mat=None):
        mat = self.M if mat is None else mat
        return float(u[self.free] @ (mat @ v[self.free]))

    def solve(self, force, count=3, extra=None):
        ham = self.H + force*self.Z
        if extra is not None:
            ham = ham + extra
        floor = self.model[5]
        lu = factor(ham - floor*self.M)
        inverse = LinearOperator(ham.shape, matvec=lu.solve, dtype=float)
        start = np.random.default_rng(1).random(ham.shape[0])
        val, vec = eigsh(ham, k=count, M=self.M, sigma=floor, OPinv=inverse,
                         v0=start)
        order = np.argsort(val)
        full = np.zeros((len(self.xy), count))
        full[self.free] = vec[:, order]
        return val[order], full

    def indicator(self, force, energy, u):
        """Energy gain per triangle expected from a four-fold finer mesh."""
        fine = self.child
        local = prolong(self, fine, u)[fine.dofs]
        res = np.einsum('tij,tj->ti', fine.h0 + force*fine.field
                        - energy*fine.mass, local)
        size = len(fine.xy)
        res = np.bincount(fine.dofs.ravel(), res.ravel(), minlength=size)
        gain = np.zeros(size)
        gain[fine.free] = res[fine.free]**2/fine.kin_diag[fine.free]
        gain /= np.bincount(fine.dofs.ravel(), minlength=size)
        return np.bincount(fine.parent, gain[fine.dofs].sum(axis=1),
                           minlength=len(self.tri))


def factor(mat):
    return splu(mat.tocsc(), permc_spec='MMD_AT_PLUS_A',
                diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))


def refine(space, marked):
    """Conforming newest-vertex bisection; marked=None cuts every edge."""
    edge = space.tri_edge
    cut = np.full(len(space.mid), marked is None)
    if marked is not None:
        cut[edge[marked, 0]] = True
    while True:
        need = cut[edge].any(axis=1) & ~cut[edge[:, 0]]
        if not need.any():
            break
        cut[edge[need, 0]] = True
    new_id = np.full(len(cut), -1)
    new_id[cut] = len(space.nodes) + np.arange(cut.sum())
    nodes = np.vstack([space.nodes, space.mid[cut]])
    tri, base = space.tri.copy(), edge.copy()
    parent = np.arange(len(tri))
    for _ in range(2):
        hit = np.where(cut[base[:, 0]])[0]
        p1, p2, p3 = tri[hit].T
        p4 = new_id[base[hit, 0]]
        other = base[hit].copy()
        other[:, 0] = base[hit, 1]
        base[hit, 0] = base[hit, 2]
        tri[hit] = np.column_stack([p4, p1, p2])
        tri = np.vstack([tri, np.column_stack([p4, p3, p1])])
        base = np.vstack([base, other])
        parent = np.concatenate([parent, parent[hit]])
    return Space(nodes, tri, space.model, parent)


def prolong(coarse, fine, u):
    """Values of a coarse function at the nodes of its refined mesh."""
    par = fine.parent
    shift = fine.xy[fine.dofs] - coarse.nodes[coarse.tri[par, 0]][:, None]
    lam = np.einsum('tnc,tkc->tnk', shift, coarse.grad[par])
    lam[..., 0] += 1
    out = np.zeros(len(fine.xy))
    out[fine.dofs] = np.einsum('tnk,tk->tn', shape(lam),
                               u[coarse.dofs[par]])
    return out


def grid(model, nr, nz):
    x, y = np.meshgrid(np.linspace(0, model[3], nr+1),
                       np.linspace(0, model[4], nz+1), indexing='ij')
    i, j = np.meshgrid(np.arange(nr), np.arange(nz), indexing='ij')
    a = (i*(nz+1) + j).ravel()
    b, c, e = a + nz + 1, a + nz + 2, a + 1
    tri = np.vstack([np.column_stack([b, c, a]), np.column_stack([e, a, c])])
    return Space(np.column_stack([x.ravel(), y.ravel()]), tri, model)


def grade(space, depth, times=14):
    """Bisect the triangles that touch the donor, to resolve its cusp."""
    for _ in range(times):
        dist = np.abs(space.nodes[space.tri] - [0.0, depth]).sum(axis=2)
        space = refine(space, np.where((dist < 1e-9).any(axis=1))[0])
    return space


def adapt(space, force, tol, carried, states, solved=None):
    for _ in range(40):
        val, vec = space.solve(force) if solved is None else solved
        solved = None
        eta = sum(space.indicator(force, val[m], vec[:, m])
                  for m in range(states))
        if eta.sum() < tol:
            return space, carried, val, vec, eta.sum()
        order = np.argsort(-eta)
        number = np.searchsorted(np.cumsum(eta[order]), 0.6*eta.sum()) + 1
        finer = refine(space, order[:number])
        carried = [prolong(space, finer, u) for u in carried]
        space = finer
    raise AssertionError("mesh adaptation did not reach its tolerance")


# ---- Hydrogen atom: known energy -1/2 hartree ----
hyd = (0.5, 0.5, lambda r, z: -1/np.hypot(r, z-16), 16.0, 32.0, -0.8)
coarse = grid(hyd, 8, 16)
h_space, _, h_val, h_vec, h_eta = adapt(grade(coarse, 16.0), 0.0, 1e-4, [], 1)
h_err = h_val[0] + 0.5
uniform = coarse.child.child
u_err = uniform.solve(0.0)[0][0] + 0.5
assert abs(h_err) < 5e-4
assert 0.1 < h_eta/h_err < 10
assert len(h_space.free) < len(uniform.free) and abs(h_err) < abs(u_err)
moved = prolong(h_space, h_space.child, h_vec[:, 0])
assert abs(h_space.child.inner(moved, moved) - 1) < 1e-9

# ---- Silicon parameters (rough) and units ----
meV = 1e-3*sc.e
a_free = sc.hbar**2/(2*sc.m_e)/meV*1e18
m_t, m_l, eps_s, eps_ox = 0.19, 0.92, 11.7, 3.9
a_t, a_l = a_free/m_t, a_free/m_l
C = sc.e**2/(4*np.pi*sc.epsilon_0*eps_s)/meV*1e9
Q = (eps_s - eps_ox)/(eps_s + eps_ox)
depth, radius, length = 20.0, 80.0, 60.0

# ---- Separable check: lateral oscillator times a triangular well ----
spring, f_test = 0.05, 2.0
sep = (a_t, a_l, lambda r, z: 0.5*spring*r**2, radius, length, -60.0)
e_sep = grid(sep, 16, 12).child.child.solve(f_test)[0][0]
e_exact = np.sqrt(2*a_t*spring) - ai_zeros(1)[0][0]*(a_l*f_test**2)**(1/3)
assert abs(e_sep - e_exact) < 0.02


# ---- Image potentials ----
def phi_si(z, r=3.0):
    return (1/np.hypot(r, z-depth) + Q/np.hypot(r, z+depth))/eps_s


def phi_ox(z, r=3.0):
    return 2/(eps_s + eps_ox)/np.hypot(r, z-depth)


dz = 1e-3
assert abs(phi_si(0)/phi_ox(0) - 1) < 1e-12
flux_si = eps_s*(phi_si(dz) - phi_si(-dz))
flux_ox = eps_ox*(phi_ox(dz) - phi_ox(-dz))
assert abs(flux_si/flux_ox - 1) < 1e-6
work = quad(lambda s: C*Q/(2*s)**2, 4.0, np.inf)[0]
assert abs(work - C*Q/(4*4.0)) < 1e-6


def potential(r, z):
    return (-C/np.hypot(r, z-depth) - C*Q/np.hypot(r, z+depth) + C*Q/(4*z))


# ---- Adaptive sweep of the field with overlap tracking ----
tol = 0.01
device = (a_t, a_l, potential, radius, length, -60.0)
space = grade(grid(device, 16, 12), depth)
space, _, val, vec, _ = adapt(space, 0.0, tol, [], 2)
first_size, e_zero = len(space.tri), val[0]
state = reference = vec[:, 0]
force, step, rejected, weight = 0.0, 0.25, 0, 1.0
path = [(0.0, val[0], space.inner(state, state, space.Z), 1.0, 1.0)]


def same_branch(space, old, vec):
    ov = [space.inner(old, vec[:, m])**2 for m in range(vec.shape[1])]
    return ov[0] == max(ov) and ov[0] >= 0.8, ov[0]


while weight > 0.05:
    trial = force + step
    assert trial < 8 and step > 1e-5
    solved = space.solve(trial)
    good, ov = same_branch(space, state, solved[1])
    if good:
        space, (state, reference), val, vec, _ = adapt(
            space, trial, tol, [state, reference], 2, solved)
        good, ov = same_branch(space, state, vec)
    if not good:
        step, rejected = step/2, rejected + 1
        continue
    force, state = trial, vec[:, 0]
    weight = space.inner(reference, state)**2
    path.append((force, val[0], space.inner(state, state, space.Z),
                 weight, ov))
    if ov > 0.95:
        step = min(1.5*step, 0.25)
path = np.array(path)
i = int(np.argmax(path[:, 3] < 0.5))
f_half = np.interp(0.5, path[[i, i-1], 3], path[[i, i-1], 0])


def find_crossing(lo, hi, extra=None):
    """Bracket the charge transfer, then minimise the squared splitting."""
    while hi - lo > 0.041:
        mid = 0.5*(lo + hi)
        u = space.solve(mid, 2, extra)[1][:, 0]
        if space.inner(u, u, space.Z) > 0.6*depth:
            lo = mid
        else:
            hi = mid
    mid = 0.5*(lo + hi)
    best = minimize_scalar(
        lambda f: np.diff(space.solve(f, 2, extra)[0])[0]**2,
        bounds=(mid-0.08, mid+0.08), method='bounded',
        options=dict(xatol=5e-5))
    return best.x, np.sqrt(best.fun)


f_c, gap = find_crossing(f_half - 0.02, f_half + 0.02)
val_c, vec_c = space.solve(f_c)
kappa = 2*abs(space.inner(vec_c[:, 0], vec_c[:, 1], space.Z))
width = gap/kappa
assert abs(f_half - f_c) < width

# Slope of the level against its mean position, away from the crossing.
u1 = space.solve(1.0)[1][:, 0]
slope = (space.solve(1.01)[0][0] - space.solve(0.99)[0][0])/0.02
assert abs(slope/space.inner(u1, u1, space.Z) - 1) < 1e-3

# Splitting law one width away on both sides.
side = [np.diff(space.solve(f_c + s*width, 2)[0])[0] for s in (-1, 1)]
assert abs(np.mean(side)/(np.sqrt(2)*gap) - 1) < 0.05


def centred_overlaps(delta):
    lower = space.solve(f_c - delta/2, 2)[1]
    upper = space.solve(f_c + delta/2, 2)[1]
    return [space.inner(lower[:, 0], upper[:, m])**2 for m in (0, 1)]


tie = brentq(lambda d: np.subtract(*centred_overlaps(d)), 0.8*width, 4*width,
             xtol=0.01*width)
assert abs(tie/(2*width) - 1) < 0.1
keep, swap = centred_overlaps(4*width)
turn = np.pi/2 - np.arctan(0.5)
assert abs(keep - np.cos(turn)**2) < 0.05
assert abs(swap - np.sin(turn)**2) < 0.05

# Same field on the mesh with four times as many triangles.
fine_val = space.child.solve(f_c)[0]
fine_gap = fine_val[1] - fine_val[0]
mesh_err = np.max(np.abs(val_c[:2] - fine_val[:2]))
assert mesh_err < 5*tol and abs(fine_gap/gap - 1) < 0.1

# ---- Probability of missing the transfer in a linear ramp ----
rate, split, t_end, dt = 1.5, 1.0, 40.0, 0.005


def two_level(t):
    return 0.5*np.array([[rate*t, split], [split, -rate*t]])


a, b = np.linalg.eigh(two_level(-t_end))[1][:, 0].astype(complex)
for t in np.arange(-t_end + dt/2, t_end, dt):
    om = 0.5*np.sqrt((rate*t)**2 + split**2)
    co, si = np.cos(om*dt), np.sin(om*dt)/om
    ha, hb = 0.5*(rate*t*a + split*b), 0.5*(split*a - rate*t*b)
    a, b = co*a - 1j*si*ha, co*b - 1j*si*hb
top = np.linalg.eigh(two_level(t_end))[1][:, 1]
miss = abs(top[0]*a + top[1]*b)**2
miss_formula = np.exp(-np.pi*split**2/(2*rate))
assert abs(miss - miss_formula) < 2e-3


def ramp_time(g):
    """Time in ps per kV/cm for a one percent chance of missing."""
    speed = np.pi*g**2/(2*sc.hbar/meV*kappa*np.log(100))
    return 0.1/speed*1e12


# ---- Neglected effects ----
# Central cell: short-range well that deepens the zero-field level.
deepen, well_range = 15.0, 1.0
r2 = space.rho**2 + (space.z - depth)**2
well = space.matrix(space.weighted(np.exp(-r2/well_range**2)))
target = space.solve(0.0)[0][0] - deepen
shifted = space.H - target*space.M
lu = factor(shifted)
u = reference[space.free]
for _ in range(80):
    u = lu.solve(well @ u)
    u /= np.linalg.norm(u)
well_depth = (u @ (shifted @ u))/(u @ (well @ u))
extra = -well_depth*well
assert abs(space.solve(0.0, 2, extra)[0][0] - target) < 1e-3
f_cc, gap_cc = find_crossing(f_c, f_c + 2.0, extra)

# Valley content: six equal valleys against the pair along z.
valley = np.ones(6)/np.sqrt(6) @ np.array([0, 0, 0, 0, 1, 1])/np.sqrt(2)

# Lateral continuum and wall slope from the one-dimensional well.
n1 = 4000
h1 = length/n1
z1 = h1*np.arange(1, n1)
e1d, psi = eigh_tridiagonal(2*a_l/h1**2 + f_c*z1 + C*Q/(4*z1),
                            np.full(n1-2, -a_l/h1**2), select='i',
                            select_range=(0, 0))
assert val_c[1] < e1d[0]
barrier, m_ox = 3100.0, 0.4
decay = np.sqrt(barrier*m_ox/a_free)
wall_slope2 = psi[0, 0]**2/h1**3
oxide_shift = a_l*wall_slope2*m_ox/(m_l*decay)

# Metal gate behind a finite oxide.
t_ox = 10.0


def reflection(k):
    th = np.tanh(k*t_ox)
    return (eps_s*th - eps_ox)/(eps_s*th + eps_ox)


k0 = 0.07
match = np.array([[1, -1, -1], [-eps_s, -eps_ox, eps_ox],
                  [0, np.exp(-k0*t_ox), np.exp(k0*t_ox)]])
assert abs(np.linalg.solve(match, [-1, -eps_s, 0])[0] - reflection(k0)) < 1e-9
ui = space.solve(f_c + 0.3)[1][:, 0]
z_int = space.inner(ui, ui, space.Z)
rho2 = space.inner(ui, ui, space.matrix(space.weighted(space.rho**2)))


def gate_energy(z, spread):
    return C*quad(lambda k: (reflection(k) - Q)*(
        0.5*np.exp(-2*k*z) - np.exp(-k*(z+depth) - k*k*spread/4)), 0, 5,
        limit=200)[0]


gate_shift = gate_energy(depth, 0.0) - gate_energy(z_int, rho2)
kT = sc.k*4.2/meV
breakdown = 300.0

print(f"hydrogen error, adaptive: {h_err:.2e} hartree, "
      f"{len(h_space.free)} unknowns")
print(f"hydrogen error, uniform: {u_err:.2e} hartree, "
      f"{len(uniform.free)} unknowns")
print(f"hydrogen: indicator sum / true error = {h_eta/h_err:.2f}")
print(f"oscillator-Airy energy: mesh {e_sep:.4f}, exact {e_exact:.4f} meV")
print(f"masses m_t {m_t}, m_l {m_l} (free-electron masses)")
print(f"permittivities: Si {eps_s}, oxide {eps_ox}; image factor Q {Q:.3f}")
print(f"a_t {a_t:.2f}, a_l {a_l:.2f} meV nm^2; C {C:.2f} meV nm")
print(f"donor depth {depth:.0f} nm; box {radius:.0f} x {length:.0f} nm")
print(f"indicator tolerance, two states together: {tol} meV")
print(f"zero-field donor level: {e_zero:.3f} meV")
print(f"triangles: {first_size} at zero field, {len(space.tri)} at end")
print(f"accepted steps {len(path)-1}, rejected steps {rejected}")
print("path: F kV/cm | E meV | mean z nm | donor weight | step overlap^2")
for m in np.unique(np.linspace(0, len(path)-1, 14).round().astype(int)):
    f, e, zm, wt, ov = path[m]
    print(f"  {10*f:8.4f} | {e:8.3f} | {zm:6.2f} | {wt:.4f} | {ov:.4f}")
print(f"field at donor weight one half: {10*f_half:.3f} kV/cm")
print(f"crossing field Fc: {10*f_c:.3f} kV/cm = {f_c/100:.5f} MV/cm")
print(f"smallest splitting g: {gap:.4f} meV")
print(f"levels at Fc: {val_c[0]:.3f}, {val_c[1]:.3f}, {val_c[2]:.3f} meV")
print(f"kappa/e: {kappa:.3f} nm; g/kappa: {10*width:.4f} kV/cm")
print(f"mean splitting at Fc +- g/kappa: {np.mean(side):.4f} meV; "
      f"law {np.sqrt(2)*gap:.4f}")
print(f"tie step: from states {10*tie:.4f}, law {20*width:.4f} kV/cm")
print(f"step 4g/kappa: overlap^2 same level {keep:.3f}, other {swap:.3f}")
print(f"two-level values for that step: {np.cos(turn)**2:.3f}, "
      f"{np.sin(turn)**2:.3f}")
print(f"finer mesh: level change {mesh_err:.5f} meV, g {fine_gap:.4f} meV")
print(f"ramp test, miss probability: {miss:.4f}, law {miss_formula:.4f}")
print(f"ramp time for 1% miss: {ramp_time(gap):.2f} ps per kV/cm")
print(f"lateral continuum edge at Fc: {e1d[0]:.3f} meV")
print(f"interface state: mean z {z_int:.2f} nm, "
      f"rms rho {np.sqrt(rho2):.2f} nm")
print(f"central cell, deepening {deepen:.0f} meV, range {well_range} nm:")
print(f"  Fc {10*f_cc:.3f} kV/cm, g {gap_cc:.5f} meV")
print(f"valley factor on g, at most: {valley:.4f}")
print(f"central cell and valley: g at most {gap_cc*valley:.5f} meV, "
      f"ramp {ramp_time(gap_cc*valley):.1f} ps per kV/cm")
print(f"metal gate, {t_ox:.0f} nm oxide: donor-interface shift "
      f"{gate_shift:.3f} meV, Fc shift {-10*gate_shift/kappa:.3f} kV/cm")
print(f"oxide barrier {barrier/1000:.1f} eV, mass {m_ox}: interface level "
      f"lowered by {oxide_shift:.4f} meV")
print(f"kT at 4.2 K: {kT:.4f} meV; kT equals g at {gap*meV/sc.k:.2f} K")
print(f"rough Si breakdown field {breakdown:.0f} kV/cm; "
      f"Fc is {1000*f_c/breakdown:.2f} % of it")
print(f"oxide field at Fc: {10*f_c*eps_s/eps_ox:.2f} kV/cm")
print("no test failed")
```

It prints:

```
hydrogen error, adaptive: 1.06e-04 hartree, 1138 unknowns
hydrogen error, uniform: -5.07e-04 hartree, 8128 unknowns
hydrogen: indicator sum / true error = 0.80
oscillator-Airy energy: mesh 17.3200, exact 17.3189 meV
masses m_t 0.19, m_l 0.92 (free-electron masses)
permittivities: Si 11.7, oxide 3.9; image factor Q 0.500
a_t 200.53, a_l 41.41 meV nm^2; C 123.07 meV nm
donor depth 20 nm; box 80 x 60 nm
indicator tolerance, two states together: 0.01 meV
zero-field donor level: -30.404 meV
triangles: 798 at zero field, 868 at end
accepted steps 12, rejected steps 5
path: F kV/cm | E meV | mean z nm | donor weight | step overlap^2
    0.0000 |  -30.404 |  20.00 | 1.0000 | 1.0000
    2.5000 |  -25.410 |  19.96 | 0.9997 | 0.9997
    5.0000 |  -20.426 |  19.91 | 0.9989 | 0.9997
    7.5000 |  -15.454 |  19.87 | 0.9975 | 0.9997
   10.0000 |  -10.493 |  19.82 | 0.9954 | 0.9997
   12.5000 |   -5.545 |  19.77 | 0.9925 | 0.9996
   15.0000 |   -0.609 |  19.71 | 0.9887 | 0.9996
   17.5000 |    4.312 |  19.65 | 0.9836 | 0.9994
   20.0000 |    9.199 |  18.01 | 0.8661 | 0.8965
   20.0781 |    9.328 |  14.06 | 0.5931 | 0.8927
   20.1562 |    9.412 |   8.09 | 0.1839 | 0.8151
   20.2344 |    9.466 |   6.25 | 0.0597 | 0.9608
   20.3516 |    9.535 |   5.64 | 0.0196 | 0.9884
field at donor weight one half: 20.096 kV/cm
crossing field Fc: 20.096 kV/cm = 0.02010 MV/cm
smallest splitting g: 0.1098 meV
levels at Fc: 9.351, 9.461, 13.056 meV
kappa/e: 14.216 nm; g/kappa: 0.0772 kV/cm
mean splitting at Fc +- g/kappa: 0.1553 meV; law 0.1553
tie step: from states 0.1545, law 0.1545 kV/cm
step 4g/kappa: overlap^2 same level 0.200, other 0.800
two-level values for that step: 0.200, 0.800
finer mesh: level change 0.00746 meV, g 0.1094 meV
ramp test, miss probability: 0.3509, law 0.3509
ramp time for 1% miss: 227.56 ps per kV/cm
lateral continuum edge at Fc: 17.097 meV
interface state: mean z 5.03 nm, rms rho 12.95 nm
central cell, deepening 15 meV, range 1.0 nm:
  Fc 29.902 kV/cm, g 0.01028 meV
valley factor on g, at most: 0.5774
central cell and valley: g at most 0.00593 meV, ramp 77884.9 ps per kV/cm
metal gate, 10 nm oxide: donor-interface shift 0.400 meV, Fc shift -0.281 kV/cm
oxide barrier 3.1 eV, mass 0.4: interface level lowered by 0.0478 meV
kT at 4.2 K: 0.3619 meV; kT equals g at 1.27 K
rough Si breakdown field 300 kV/cm; Fc is 6.70 % of it
oxide field at Fc: 60.29 kV/cm
no test failed
```
